# Recovering the Fano asymmetry of boron-doped silicon from peak and zero

## Problem

A boron-implanted and annealed silicon layer contains so many holes that its optical-phonon Raman line is asymmetric. The phonon can be excited directly or through a continuum of electronic transitions of the holes, and the two scattering amplitudes interfere. Take the resulting intensity to be a single Fano line on a flat continuum,

$$
I(\varepsilon)=\frac{(q+\varepsilon)^2}{1+\varepsilon^2},\qquad
\varepsilon=\frac{\omega-\Omega}{\Gamma/2}.
$$

Here $\omega$ is the Raman shift, $\Omega$ the phonon wavenumber in the doped crystal, $\Gamma$ the full phonon linewidth and $q$ a real, finite, nonzero asymmetry parameter. Intensity is measured in units of the continuum, since $I\to1$ far from the line.

A noise-free model spectrum of this form gives these readings:

- maximum at $\omega_m=519.25\ \mathrm{cm^{-1}}$;
- zero at $\omega_0=498.00\ \mathrm{cm^{-1}}$;
- half the maximum intensity at $515.00$ and $526.33\ \mathrm{cm^{-1}}$;
- a peak more than twice as high as the continuum.

Neither $\Omega$ nor $\Gamma$ is given. Find the maximum and the zero in reduced energy, and recover $q$ from their separation.

## A tempting solution

The peak seems to mark the phonon, so set $\Omega=519.25\ \mathrm{cm^{-1}}$. The width at half maximum seems to be the phonon linewidth, so set $\Gamma=526.33-515.00=11.33\ \mathrm{cm^{-1}}$. The numerator of $I$ vanishes at $\varepsilon=-q$, hence

$$
q=-\frac{498.00-519.25}{11.33/2}=3.75 .
$$

## Where it fails

The statement about the zero is correct. The two identifications before it are not, as differentiation shows:

$$
\frac{dI}{d\varepsilon}
=\frac{2(q+\varepsilon)(1+\varepsilon^2)-2\varepsilon(q+\varepsilon)^2}{(1+\varepsilon^2)^2}
=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.
$$

The last step takes out the factor $2(q+\varepsilon)$, which leaves $1+\varepsilon^2-\varepsilon q-\varepsilon^2=1-q\varepsilon$. There are two stationary points, $\varepsilon=-q$ and $\varepsilon=1/q$. Neither is at $\varepsilon=0$, so the peak does not lie at the phonon wavenumber. The tempting solution contradicts itself: with $q=3.75$ the maximum should be at $\varepsilon=1/3.75=0.27$, yet it was placed at zero.

Correcting this fault alone does not help. Suppose the separation is rightly set equal to $q+1/q$, but is still reduced with $\Gamma=11.33\ \mathrm{cm^{-1}}$. Then $q+1/q=3.75$, whose larger root is $q=(3.75+\sqrt{3.75^2-4})/2=3.46$. This differs from $3.75$, and neither value can be trusted until the relation between the half-height width and $\Gamma$ is known.

## Maximum and zero in reduced energy

Since $I\ge0$, the point where the numerator vanishes is the minimum:

$$
\varepsilon_0=-q,\qquad I(\varepsilon_0)=0 .
$$

To classify the other point, expand

$$
(1+q^2)(1+\varepsilon^2)-(q+\varepsilon)^2
=1+q^2\varepsilon^2-2q\varepsilon=(1-q\varepsilon)^2 .
$$

Division by $1+\varepsilon^2$ gives

$$
1+q^2-I(\varepsilon)=\frac{(1-q\varepsilon)^2}{1+\varepsilon^2}\ge0, \tag{1}
$$

with equality only at $\varepsilon=1/q$. The global maximum is therefore

$$
\varepsilon_m=\frac1q,\qquad I(\varepsilon_m)=1+q^2 .
$$

The signed separation, maximum minus zero, is

$$
D=\varepsilon_m-\varepsilon_0=q+\frac1q . \tag{2}
$$

Multiplication by $q$ gives $q^2-Dq+1=0$, with roots

$$
q=\frac{D\pm\sqrt{D^2-4}}{2}. \tag{3}
$$

The product of the roots is 1, so $q$ and $1/q$ have the same separation. Even a perfectly known $D$ leaves this ambiguity. The peak height removes it: $1+q^2>2$ means $|q|>1$, which selects the root of larger magnitude. The readings satisfy this condition.

## Replacing the unknown linewidth

In wavenumber the separation is

$$
S=\omega_m-\omega_0=\frac{\Gamma}{2}\left(q+\frac1q\right)=\frac{\Gamma}{2}\,\frac{q^2+1}{q}. \tag{4}
$$

It contains both $q$ and $\Gamma$, so one more reading is needed, and the half-height width supplies it. At half maximum $I=(1+q^2)/2$, and the left side of (1) then also equals $(1+q^2)/2$. Hence $I$ equals the right side of (1), or

$$
(q+\varepsilon)^2=(1-q\varepsilon)^2
\quad\Longrightarrow\quad q+\varepsilon=\pm(1-q\varepsilon).
$$

The upper sign gives $\varepsilon(1+q)=1-q$. The lower sign gives $\varepsilon(q-1)=q+1$. The half-level points are thus

$$
\varepsilon_a=\frac{1-q}{1+q},\qquad \varepsilon_b=\frac{q+1}{q-1}.
$$

For $q>1$ the first is negative and the second exceeds 1, so they enclose the maximum at $1/q$. Their distance is

$$
\varepsilon_b-\varepsilon_a=\frac{(q+1)^2+(q-1)^2}{q^2-1}=\frac{2(q^2+1)}{q^2-1}.
$$

The case $q<-1$ is the mirror image under $\varepsilon\to-\varepsilon$. For $|q|>1$ the width in wavenumber is therefore

$$
W=\Gamma\,\frac{q^2+1}{q^2-1}, \tag{5}
$$

which is larger than $\Gamma$. For $|q|<1$ the continuum itself lies above the half level, and the peak has no such width.

Dividing (4) by (5) cancels both $\Gamma$ and $q^2+1$:

$$
r=\frac SW=\frac{q^2-1}{2q}=\frac12\left(q-\frac1q\right). \tag{6}
$$

So $q^2-2rq-1=0$. The roots $r\pm\sqrt{r^2+1}$ have product $-1$ and hence opposite signs. By (4), $q$ has the sign of $S$, and so of $r$. This leaves

$$
q=r+\operatorname{sgn}(r)\sqrt{r^2+1}. \tag{7}
$$

Equation (6) also explains the tempting answer. It was $2S/W=q-1/q$, which is too small in magnitude by the fraction $1/q^2$. The error fades for a nearly symmetric line, $|q|\gg1$, and grows as the asymmetry becomes strong.

## Numbers

The readings give $S=519.25-498.00=21.25\ \mathrm{cm^{-1}}$ and $W=11.33\ \mathrm{cm^{-1}}$, which is $11.333\ \mathrm{cm^{-1}}$ before the upper half-height reading is rounded; the rounding changes $q$ by only 0.001. Then

$$
r=\frac{21.25}{11.333}=1.875,\qquad
q=1.875+\sqrt{1.875^2+1}=1.875+2.125=4.00 .
$$

Solving (4) for the linewidth gives

$$
\Gamma=\frac{2Sq}{q^2+1}=\frac{2(21.25)(4)}{17}=10.0\ \mathrm{cm^{-1}} .
$$

The maximum lies $\Gamma/(2q)=S/(q^2+1)$ above the phonon wavenumber, so

$$
\Omega=519.25-\frac{21.25}{17}=518.00\ \mathrm{cm^{-1}} .
$$

The reduced positions are

$$
\varepsilon_m=\frac{519.25-518.00}{5.0}=0.25,\qquad
\varepsilon_0=\frac{498.00-518.00}{5.0}=-4.00,
$$

and $D=4.25$. Equation (3) now returns $(4.25\pm3.75)/2$, that is, 4.00 or 0.25. The two candidates would have peaks of 17 and 1.06 times the continuum, so the stated height selects $q=4.00$. The tempting value 3.75 was 6% too low, and the half-corrected value 3.46 was 13% too low.

## How well must the zero be read?

If $\Gamma$ is known independently, differentiating (4) gives $dS/dq=(\Gamma/2)(1-1/q^2)$, so

$$
\left.\frac{dq}{dS}\right|_{\Gamma}=\frac2\Gamma\,\frac{q^2}{q^2-1}=0.21\ \text{per}\ \mathrm{cm^{-1}} .
$$

This diverges at $|q|=1$, where the two roots of (3) merge and $|D|$ has its smallest value, 2. If $W$ is held fixed instead, (6) gives $dS/dq=(W/2)(1+1/q^2)$ and

$$
\left.\frac{dq}{dS}\right|_{W}=\frac{2q^2}{(q^2+1)W}=0.17\ \text{per}\ \mathrm{cm^{-1}} .
$$

The dip is shallowly curved. Solving $I=0.01$ numerically shows that the signal stays below 1% of the continuum from 495.7 to 499.9 $\mathrm{cm^{-1}}$. A misplacement of the zero by $2\ \mathrm{cm^{-1}}$, about half the length of this interval, changes $q$ by about 0.4 at known $\Gamma$, or 0.3 at fixed $W$.

## Instrument and background

A constant offset moves neither extremum. It also leaves $W$ unchanged if the half level is taken midway between minimum and maximum, as it is from here on. The offset must, however, be subtracted before the ratio of peak to continuum is used to choose a root of (3).

Lorentzian instrument broadening of full width $G$ can be treated in closed form. Write

$$
I=1+\frac{(q^2-1)+2q\varepsilon}{1+\varepsilon^2},\qquad
\frac1{\varepsilon+i}=\frac{\varepsilon-i}{1+\varepsilon^2}.
$$

The function $1/(\varepsilon+i)$ is analytic in the upper half plane and decays there. Averaging it over a Lorentzian of reduced half width $g=G/\Gamma$ therefore replaces $\varepsilon$ by $\varepsilon+ig$. Its real and imaginary parts supply the two terms of $I$. With $x=\varepsilon/(1+g)$ the broadened line is

$$
I_G=1+\frac1{1+g}\,\frac{(q^2-1)+2qx}{1+x^2}
=\frac{g}{1+g}+\frac{I(x)}{1+g}.
$$

This is the original shape, stretched along the wavenumber axis by $1+g$, reduced in height by the same factor and raised by a constant. Both $S$ and $W$ grow by the same factor, and (7) still gives the correct $q$. For $G=2\ \mathrm{cm^{-1}}$ they become 25.5 and 13.6 $\mathrm{cm^{-1}}$, with ratio 1.875 as before. Using the intrinsic $\Gamma=10\ \mathrm{cm^{-1}}$ in (3) would give $q=4.90$. A Gaussian instrument profile of the same full width, convolved numerically, gives 3.90 from (7) and 4.04 from (3).

An additive slope $s$ per unit $\varepsilon$ acts mainly on the flat dip. Near the zero, with $u=\varepsilon+q$, the intensity is $u^2/(1+q^2)+su$ plus a constant. To leading order its minimum is at $u=-s(1+q^2)/2$. A slope of 0.002 continuum units per $\mathrm{cm^{-1}}$ means $s=0.01$, and the estimated shift of the dip is $-0.085$, or $-0.43\ \mathrm{cm^{-1}}$. Numerical location of both extrema gives an increase in $S$ of $0.45\ \mathrm{cm^{-1}}$, nearly all of it from the dip, and (7) then yields $q=4.06$.

## The real implanted layer

The model line has $q=4$, $\Gamma=10\ \mathrm{cm^{-1}}$ and $\Omega=518\ \mathrm{cm^{-1}}$. These are round values, meant for a rough regime of a few $10^{20}$ holes per $\mathrm{cm^3}$ and excitation at 488 nm. In p-type silicon $q$ is positive, with the dip below the peak, as here. Its value depends on the excitation wavelength as well as on hole density, so converting $q$ to a density needs a calibration at the wavelength used. The assumed layer is uniform and 1 µm deep. At $3\times10^{20}\ \mathrm{cm^{-3}}$ it would need an active dose of $3\times10^{16}\ \mathrm{cm^{-2}}$, which is high, and several implant energies.

A real implant breaks the assumption of a single line, because light also reaches undoped silicon below the layer. With a rough penetration depth of 0.5 µm and equal absorption in both regions, the round trip gives material below depth $d$ the weight $e^{-2d/(0.5\ \mathrm{\mu m})}$. This is 1.8% for 1 µm and 13.5% for 0.5 µm. Let the undoped line be a Lorentzian at $520\ \mathrm{cm^{-1}}$, $3\ \mathrm{cm^{-1}}$ wide, with the same area per unit weight as the phonon term $q^2/(1+\varepsilon^2)$ of the doped layer. Reading the summed spectra numerically gives:

| Layer | $S$ ($\mathrm{cm^{-1}}$) | $W$ ($\mathrm{cm^{-1}}$) | $q$ from (7) | $q$ from (3), $\Gamma$ known |
|---|---|---|---|---|
| 1 µm | 21.6 | 10.8 | 4.2 | 4.1 |
| 0.5 µm | 22.7 | 7.6 | 6.1 | 4.3 |

The narrow substrate line reduces $W$ by 5% for the 1 µm layer and 33% for the 0.5 µm layer, but raises $S$ by only 2% and 7%. For the thinner layer (7) is therefore about 50% too high, whereas (3) with the correct $\Gamma$ is about 7% too high. The result for the thicker layer depends strongly on the rough penetration depth: with 0.75 µm instead of 0.5 µm, the weight below 1 µm is 6.9% and (7) gives 5.0. The table also depends on the assumed linewidth, and a real layer at this doping may have a broader line. With $\Gamma=16\ \mathrm{cm^{-1}}$, unchanged $q$ and $\Omega$, and the 0.5 µm penetration depth, (7) gives 4.4 for the 1 µm layer and 8.4 for the 0.5 µm layer, while (3) with the correct $\Gamma$ gives 4.0 and 4.1. In this model the substrate line must therefore be separated from the spectrum before the half-height width is used, unless its weight is known to be small.

Doping that varies with depth also mixes different asymmetries. For lines with common $\Omega$, $\Gamma$ and continuum height, averaging replaces $q^2-1$ and $2q$ in the numerator by $\langle q^2\rangle-1$ and $2\langle q\rangle$. The positions depend on the ratio of these two numbers, so the apparent parameter obeys

$$
q_{\mathrm{eff}}-\frac1{q_{\mathrm{eff}}}=\frac{\langle q^2\rangle-1}{\langle q\rangle}.
$$

Equal parts of $q=3$ and $q=5$ give $(17-1)/4=4$ on the right, hence $q_{\mathrm{eff}}=2+\sqrt5=4.24$, although the mean is 4. If the two lines instead have equal phonon strength, taken as $q^2$ times the continuum height, their continuum heights are in the ratio 25:9. The averages must then be weighted in this ratio, which gives $q_{\mathrm{eff}}=3.73$. In both cases equations (3) and (7) agree on the value, so their agreement does not show that the layer is uniform.

Numbers in the example were calculated in double precision.
